# Buckling Stress of a Clamped Circular Blister in a Compressed Film, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the elastic energy to the Bessel condition

### 1. Definitions and conventions

A flat film of thickness \(h\) lies on a rigid substrate. It is bonded everywhere except over a disc of radius \(R\), where adhesion has been lost. The film is isotropic and linearly elastic, with Young's modulus \(E\) and Poisson ratio \(\nu\), and it is thin: \(h\ll R\). Before buckling it carries a uniform stress, equal in all in-plane directions and compressive. Its magnitude is \(\sigma>0\), so the stress tensor in the plane is \(-\sigma\,\delta_{ab}\). Indices \(a,b,c\) take the two in-plane values, and repeated indices are summed.

Displacements are measured from this flat, stressed state. The middle surface moves by \(u_a\) in the plane and by \(w\) away from the substrate. Polar coordinates \(r,\theta\) have their origin at the centre of the disc. The bonded film around the disc holds the edge fixed and level:

\[
u_a=0,\qquad w=0,\qquad \frac{\partial w}{\partial r}=0\qquad\text{at } r=R. \tag{1}
\]

The length \(R\) is the radius of the debonded disc. Engineering SI units are used.

The question is at which \(\sigma\) the flat disc first becomes unstable. The answer derived below is

\[
\sigma_c=\frac{j^2}{12}\,\frac{E}{1-\nu^2}\left(\frac hR\right)^2,\qquad \frac{j^2}{12}=1.2235,
\]

where \(j\) is the first nonzero root of the Bessel function \(J_1\). This is the threshold for buckling of a debond that already exists. Whether the debond then grows is a separate question, which involves the adhesion energy.

### 2. Strain of the middle surface

Take a short line element \(dx_a\) in the flat film. After the displacement its in-plane components are \(dx_a+\partial_b u_a\,dx_b\), and its vertical component is \(\partial_a w\,dx_a\). The change in its squared length is

\[
(2\,\partial_a u_b+\partial_a w\,\partial_b w+\partial_a u_c\,\partial_b u_c)\,dx_a\,dx_b .
\]

The last term can be dropped. In buckling, the in-plane displacement arises to compensate the stretching due to \(w\), so \(\partial u\) is of order \((\partial w)^2\), and the last term is of order \((\partial w)^4\). Setting the change equal to \(2e_{ab}\,dx_a\,dx_b\), with \(e_{ab}\) symmetric, gives

\[
e_{ab}=\tfrac12(\partial_a u_b+\partial_b u_a)+\tfrac12\,\partial_a w\,\partial_b w. \tag{2}
\]

This form holds for small slopes. The deflection may still be comparable with \(h\), because \(h/R\) is small.

In a thin plate, lines normal to the middle surface stay normal to it. A point at height \(z\) above the middle surface is therefore carried sideways by \(-z\,\partial_a w\) in addition to \(u_a\), and the strain there is

\[
\varepsilon_{ab}=e_{ab}-z\,\kappa_{ab},\qquad \kappa_{ab}=\partial_a\partial_b w .
\]

### 3. Energy per unit area

Let \(\tau_{ab}\) be the stress added to the initial stress. The faces of the film are free, so the normal stress across the thickness is negligible, and Hooke's law reads

\[
\varepsilon_{ab}=\frac1E\left[(1+\nu)\tau_{ab}-\nu\,\delta_{ab}\tau_{cc}\right].
\]

Its trace, with \(\delta_{aa}=2\), is \(\varepsilon_{cc}=(1-\nu)\tau_{cc}/E\). Eliminating \(\tau_{cc}\) gives

\[
\tau_{ab}=\frac{E}{1-\nu^2}\left[(1-\nu)\varepsilon_{ab}+\nu\,\delta_{ab}\varepsilon_{cc}\right].
\]

The energy per volume, relative to the flat state, is the work of the initial stress plus the work of the added stress:

\[
-\sigma\,\varepsilon_{aa}+\tfrac12\tau_{ab}\varepsilon_{ab}.
\]

The factor \(\tfrac12\) belongs to the second term because the added stress grows in proportion to the strain, while the initial stress is present from the start.

Now integrate over \(z\) from \(-h/2\) to \(h/2\). Terms linear in \(z\) vanish, and \(\int z^2dz=h^3/12\). The total energy splits into three parts:

\[
\Pi=-\sigma h\int e_{aa}\,dA+U_s+U_b, \tag{3}
\]

\[
U_s=\frac{Eh}{2(1-\nu^2)}\int\left[(1-\nu)e_{ab}e_{ab}+\nu\,e_{cc}^2\right]dA,
\]

\[
U_b=\frac D2\int\left[(1-\nu)\kappa_{ab}\kappa_{ab}+\nu\,\kappa_{cc}^2\right]dA,\qquad D=\frac{Eh^3}{12(1-\nu^2)} .
\]

Here \(U_s\) is the energy of added stretching, \(U_b\) the bending energy and \(D\) the bending stiffness. The stretching energy cannot be negative. In terms of the principal values \(e_1,e_2\) its integrand is

\[
e_1^2+e_2^2+2\nu e_1e_2=(e_1+\nu e_2)^2+(1-\nu^2)e_2^2\ge0,
\]

since \(\nu^2<1\). It vanishes only if \(e_1=e_2=0\).

### 4. What the fixed edge does to the compressive term

From equation (2), \(e_{aa}=\partial_a u_a+\tfrac12|\nabla w|^2\). With \(n_a\) the outward normal of the edge and \(ds\) its length element, the divergence theorem gives

\[
\int\partial_a u_a\,dA=\oint u_a n_a\,ds=0,
\]

because \(u_a=0\) on the edge. Hence

\[
\Pi=U_b-\frac{\sigma h}{2}\int|\nabla w|^2\,dA+U_s. \tag{4}
\]

The second term is the energy released by buckling. A deflected film has a larger area than the disc beneath it, and the excess area, \(\tfrac12\int|\nabla w|^2dA\), lets the compressed material expand. The film gains \(\sigma h\) per unit of excess area and pays for it in bending.

### 5. Why Poisson's ratio enters the bending energy through D alone

For a symmetric two-by-two tensor, \(\kappa_{ab}\kappa_{ab}=\kappa_{cc}^2-2\det\kappa\). The bending integrand therefore equals

\[
\kappa_{cc}^2-2(1-\nu)\det\kappa ,\qquad \kappa_{cc}=\nabla^2w .
\]

The determinant is a divergence. With subscripts \(x,y\) for Cartesian derivatives,

\[
\partial_x(w_xw_{yy})-\partial_y(w_xw_{xy})
=w_{xx}w_{yy}+w_xw_{xyy}-w_{xy}^2-w_xw_{xyy}=\det\kappa .
\]

Its integral is thus an edge integral with \(w_x\) as a factor. On the clamped edge the whole gradient vanishes: the tangential derivative because \(w=0\) along the edge, and the normal derivative by equation (1). Therefore

\[
\int\det\kappa\,dA=0,\qquad U_b=\frac D2\int(\nabla^2w)^2\,dA. \tag{5}
\]

The step needs the clamp. If the circular edge were held at \(w=0\) but left free to rotate, the slope there would not vanish and the term with \(1-\nu\) would remain.

### 6. The threshold as a minimum

Define the ratio

\[
Q[w]=\frac{\int(\nabla^2w)^2\,dA}{\int|\nabla w|^2\,dA}
\]

for deflections that are not identically zero and obey the clamp, and let \(Q_{\min}\) be its smallest value. The energy becomes

\[
\Pi=\tfrac12\left(D\,Q[w]-\sigma h\right)\int|\nabla w|^2\,dA+U_s. \tag{6}
\]

Suppose first that \(\sigma h<DQ_{\min}\). Both terms are then non-negative, so no state has less energy than the flat one. Zero energy requires \(\nabla w=0\), hence \(w=0\), and also \(e_{ab}=0\). With \(w=0\) the latter means that \(u_a\) is a rigid motion, and the fixed edge makes it zero. Within this plate model the flat state is therefore the unique state of lowest energy, even when compared with large deflections.

Suppose next that \(\sigma h>DQ_{\min}\). Take \(u_a=0\) and \(w=\epsilon W\), where \(W\) gives \(Q_{\min}\) and \(\epsilon\) is a small number. The first term in equation (6) is negative and of order \(\epsilon^2\). The strain is \(\tfrac12\epsilon^2\,\partial_aW\,\partial_bW\), so \(U_s\) is of order \(\epsilon^4\). For small enough \(\epsilon\) the energy is negative, and the flat state is unstable. The threshold is

\[
\sigma_c h=D\,Q_{\min}. \tag{7}
\]

The ratio \(Q\) has the dimension of an inverse squared length, and \(R\) is the only length in the minimum problem. Hence \(Q_{\min}\) is a pure number divided by \(R^2\), and \(\sigma_c\propto D/(hR^2)\propto E(h/R)^2/(1-\nu^2)\). What remains is the number.

### 7. A first estimate by hand

Any admissible deflection gives an upper bound on \(Q_{\min}\). With \(x=r/R\), try \(w=(1-x^2)^2\), which has zero value and zero slope at \(x=1\). Then

\[
\frac{dw}{dx}=-4x+4x^3,\qquad
\frac1x\frac{d}{dx}\left(x\frac{dw}{dx}\right)=-8+16x^2 .
\]

The two integrals, without their common factor \(2\pi\), are

\[
\int_0^1(64-256x^2+256x^4)\,x\,dx=32-64+\frac{128}{3}=\frac{32}{3},
\]

\[
\int_0^1 16x^2(1-x^2)^2\,x\,dx=16\left(\frac14-\frac13+\frac18\right)=\frac23 .
\]

Their ratio is 16, so \(Q_{\min}R^2\le16\), and the coefficient in \(\sigma_c\) is at most \(16/12=1.333\).

### 8. The equation for the critical deflection

A deflection that minimizes \(Q\) makes \(\tfrac D2\int(\nabla^2w)^2dA-\tfrac{\sigma h}2\int|\nabla w|^2dA\) stationary at \(\sigma=\sigma_c\). Change \(w\) by a small \(\eta\) that also obeys the clamp, so that \(\eta\) and its normal derivative vanish on the edge. Two integrations by parts in the first term and one in the second leave no edge terms:

\[
D\int\nabla^2w\,\nabla^2\eta\,dA=D\int\eta\,\nabla^4w\,dA,\qquad
-\sigma h\int\nabla w\cdot\nabla\eta\,dA=+\sigma h\int\eta\,\nabla^2w\,dA .
\]

The sum must vanish for every \(\eta\), so

\[
D\nabla^4w+\sigma h\nabla^2w=0,\qquad\text{or}\qquad
\nabla^2\left(\nabla^2w+k^2w\right)=0,\quad k^2=\frac{\sigma h}{D}. \tag{8}
\]

The plus sign belongs to compression, counted here as positive \(\sigma\).

### 9. Axisymmetric deflection and the function J₁

Let \(w\) depend on \(r\) alone, and let \(X=\nabla^2w+k^2w\). Equation (8) is then \((rX')'/r=0\), where a prime denotes \(d/dr\). So \(rX'\) is constant. At the centre \(X'\) is finite and \(r=0\), so the constant is zero and \(X'=0\). With the slope \(\varphi=w'\) and \(\nabla^2w=\varphi'+\varphi/r\), this reads

\[
\varphi''+\frac{\varphi'}r-\frac{\varphi}{r^2}+k^2\varphi=0,\qquad
r^2\varphi''+r\varphi'+(k^2r^2-1)\varphi=0. \tag{9}
\]

In the variable \(s=kr\) this is Bessel's equation of order one. Insert \(\varphi=\sum_p c_ps^p\). The coefficient of \(s^p\) gives

\[
(p^2-1)\,c_p+c_{p-2}=0 .
\]

The lowest power has no predecessor, so it must satisfy \(p^2=1\). A solution starting with \(s^{-1}\) has infinite slope at the centre and is excluded. The regular solution starts with \(s^1\) and contains odd powers. For \(p=2m+1\), \(p^2-1=4m(m+1)\), so \(c_{2m+1}=-c_{2m-1}/[4m(m+1)]\). The usual normalization \(c_1=\tfrac12\) yields

\[
J_1(s)=\sum_{m=0}^{\infty}\frac{(-1)^m}{m!\,(m+1)!}\left(\frac s2\right)^{2m+1}. \tag{10}
\]

The slope is \(\varphi=C J_1(kr)\) with a constant \(C\). The clamp requires \(\varphi(R)=0\), and a nonzero deflection requires \(C\ne0\). Therefore

\[
J_1(kR)=0. \tag{11}
\]

The condition \(w(R)=0\) adds nothing to this, since it is met by the constant of integration when \(w\) is found from \(\varphi\).

## Second half: the root, the coefficient and what they mean

### 10. Symbols and results carried over

The film has thickness \(h\), modulus \(E\), Poisson ratio \(\nu\) and bending stiffness \(D=Eh^3/[12(1-\nu^2)]\). It is debonded over a disc of radius \(R\), clamped at the edge, and under equi-biaxial compression \(\sigma\). The deflection is \(w\), and \(k^2=\sigma h/D\). The first half gave these results:

- The threshold is \(\sigma_ch=DQ_{\min}\), where \(Q_{\min}\) is the least value of \(Q[w]=\int(\nabla^2w)^2dA/\int|\nabla w|^2dA\) over clamped deflections.
- Axisymmetric solutions have slope \(w'=CJ_1(kr)\) with \(J_1(kR)=0\).
- On a clamped disc \(\int\det(\partial_a\partial_bw)\,dA=0\).

### 11. The first nonzero root

The root \(kR=0\) corresponds to \(\sigma=0\) and zero slope, which is no buckling at all. To locate the next one, write \(t=s^2/4\) and factor the series (10):

\[
J_1(s)=\frac s2F(t),\qquad F(t)=\sum_{m=0}^\infty\frac{(-t)^m}{m!\,(m+1)!},\qquad F(0)=1 .
\]

Differentiating term by term gives

\[
-F'(t)=\sum_{m=0}^\infty\frac{(-t)^m}{m!\,(m+2)!}
=\left(\frac12-\frac t6+\frac{t^2}{48}-\frac{t^3}{720}\right)+\dots
\]

For \(0\le t\le4\) this is positive. The bracket has derivative \(-\tfrac16+\tfrac t{24}-\tfrac{t^2}{240}\), a quadratic with negative discriminant and hence negative everywhere. So the bracket is least at \(t=4\), where it equals \(\tfrac12-\tfrac23+\tfrac13-\tfrac4{45}=\tfrac7{90}>0\). The remaining terms alternate in sign, begin with a positive one and shrink in size, so they add a positive amount.

Thus \(F\) falls steadily for \(0<s\le4\) and can cross zero at most once there. The series gives \(J_1(3.8)=0.0128\) and \(J_1(3.9)=-0.0272\), so it does cross, between these points. Refining the bracket gives

\[
j=3.8317,\qquad j^2=14.682 .
\]

It follows that \(J_1>0\) for \(0<s<j\), a fact used twice below.

The flat film becomes unstable at \(\sigma_ch=DQ_{\min}\), and axisymmetric buckling requires \(J_1(kR)=0\), whose first nonzero root is \(j=3.8317\). It remains to turn this root into the critical stress, to show that no other deflection buckles earlier, and to examine the buckled shape, a worked example and the conditions for use.

Numerical values quoted here were computed with a short program.
